# Why dense single-rate traps give a nonexponential capacitance transient

**Q:** I fill electron traps in an n-type Schottky diode, return to a fixed reverse bias and record the capacitance. With few traps the transient is a clean exponential. In a sample with about as many traps as dopants it starts too fast and ends slowly. Must there be a second emission rate?

**A:** Not on that evidence. Follow one trap level with one rate $e$ and see what the capacitance does. Take uniform densities, all traps filled at $t=0$, no hole processes, and the same $e$ at every depth and field. An emptied trap gains one positive charge. If $n$ is the density of emptied traps where emission is unopposed, and $N_T$ the total trap density,

$$\frac{dn}{dt}=e(N_T-n),\qquad n=N_T(1-s),\qquad s=e^{-et}.$$

In the last expression the base is Euler's number and the $e$ in the exponent is the rate. The elementary charge is $q$.

So the emptied density is a single exponential. You record something else: the width $W$ of the depleted layer, through $C=\varepsilon A/W$, with $\varepsilon$ the permittivity and $A$ the area.

**Q:** Does $C=\varepsilon A/W$ survive when the traps hold much of the charge?

**A:** Yes, if the measuring signal is too fast for the traps to follow. Call $N$ the net positive fixed-charge density with all traps filled. For donor-like traps, neutral when filled, $N=N_d$, the shallow donor density. For acceptor-like traps, negative when filled, $N=N_d-N_T$. It is $N$ that $N_T$ must be compared with: acceptor-like traps at half the donor density already give $N_T=N$.

Traps next to the depletion edge are filled, so moving the edge by $\delta W$ uncovers a charge $\delta Q=qNA\,\delta W$. Let $\varphi(x)$ be the upward band bending in volts, $x$ the depth from the contact, and $\rho$ the charge density. Then $\varphi''=\rho/\varepsilon$, with $\varphi$ and $\varphi'$ zero at $W$. Integrating by parts,

$$\frac1\varepsilon\int_0^W x\rho\,dx=\big[x\varphi'\big]_0^W-\int_0^W\varphi'\,dx=\varphi(0)=V.$$

The total band bending $V$ is the first moment of the charge. The uncovered charge lies at $x=W$, so $\delta V=qNW\,\delta W/\varepsilon$, and $\delta Q/\delta V=\varepsilon A/W$.

**Q:** Why should some traps inside the depleted layer remain filled?

**A:** Because near its edge the trap level is still below the Fermi level. In the neutral bulk let it lie an energy $\Delta$ below. Bending raises it, and it crosses the Fermi level where $q\varphi=\Delta$, at depth $x_1=W-\lambda$.

To find $\lambda$, include the free-electron tail. Between $x_1$ and the bulk the traps are filled, and

$$\varphi''=\frac{qN}{\varepsilon}\left(1-e^{-q\varphi/kT}\right),$$

where this exponential is again an ordinary one. Multiply by $\varphi'$ and integrate from the bulk, where $\varphi=\varphi'=0$:

$$\frac{\varphi'^2}{2}=\frac{qN}{\varepsilon}\left[\varphi-\frac{kT}{q}\left(1-e^{-q\varphi/kT}\right)\right].$$

Where $q\varphi\gg kT$ the exponential drops out. Taking the negative root, since $\varphi$ falls with depth, gives $\frac{d}{dx}\sqrt{\varphi-kT/q}=-\sqrt{qN/2\varepsilon}$, hence

$$\varphi-\frac{kT}{q}=\frac{qN}{2\varepsilon}(W-x)^2.$$

This defines $W$ as the foot of the parabola. The tail has the effect of replacing $\varphi$ by $\varphi-kT/q$. Setting $q\varphi=\Delta$ at $W-x=\lambda$,

$$\lambda^2=\frac{2\varepsilon(\Delta-kT)}{q^2N}.$$

The charge density in this layer is $qN$ whatever the deeper traps do, so $\lambda$ is constant during the transient.

**Q:** Then what is $W$ while the deeper traps empty?

**A:** The charge density is $q(N+n)$ from $0$ to $W-\lambda$, and $qN$ from there to $W$. Its first moment must match the fixed bias:

$$\frac{q}{2\varepsilon}\left[NW^2+n(W-\lambda)^2\right]=V-\frac{kT}{q}.$$

At $t=0$, $n=0$ and $W=W_0$, with $W_0^2=2\varepsilon(V-kT/q)/(qN)$. Therefore

$$NW^2+n(W-\lambda)^2=NW_0^2.\tag{1}$$

As $n$ grows, $W$ must shrink: more charge per volume supports the same voltage over a shorter distance.

I have used one $n$ for the whole region. The edge only retreats toward the contact, so every depth still inside $x_1$ has been emitting since $t=0$. Traps that $x_1$ has passed are taken to refill at once. Call this the sharp-edge model; its refilling assumption needs checking.

Expanding (1) gives

$$(N+n)W^2-2n\lambda W+n\lambda^2-NW_0^2=0.$$

The quantity under the root is $n^2\lambda^2-(N+n)(n\lambda^2-NW_0^2)$. The two terms $n^2\lambda^2$ cancel, leaving

$$W=\frac{n\lambda+\sqrt{N(N+n)W_0^2-Nn\lambda^2}}{N+n}.\tag{2}$$

At $W=\lambda$ the quadratic equals $N(\lambda^2-W_0^2)<0$, so $\lambda$ lies between its roots. The upper root is the one with $W>\lambda$.

**Q:** That shows $C$ is not proportional to $n$. Why does the curve start too fast, rather than too slowly?

**A:** Because each further emptied trap adds less capacitance than the one before. Differentiate (1) with respect to $n$:

$$2NW\frac{dW}{dn}+(W-\lambda)^2+2n(W-\lambda)\frac{dW}{dn}=0.$$

With $D=NW+n(W-\lambda)$ this gives $dW/dn=-(W-\lambda)^2/(2D)$. Since $dC/dn=-(\varepsilon A/W^2)\,dW/dn$,

$$\frac{dC}{dn}=\frac{\varepsilon A}{2D}\left(1-\frac{\lambda}{W}\right)^2.$$

As $n$ rises, $W$ falls, so the squared factor falls or, for $\lambda=0$, stays at one. By (2), $D=(N+n)W-n\lambda$ is the square root there:

$$D=\sqrt{N^2W_0^2+Nn(W_0^2-\lambda^2)}.$$

It rises with $n$ because $W_0>\lambda$. The slope $dC/dn$ therefore falls steadily: $C(n)$ is concave.

Define the apparent rate from the distance to the final value $C_\infty$:

$$r=-\frac{d}{dt}\ln(C_\infty-C)=e\,\frac{dC/dn}{(C_\infty-C)/(N_T-n)}.$$

The numerator is the slope of the tangent at the present $n$. The denominator is the slope of the chord from there to the end point. For a concave curve the tangent is steeper, so $r>e$ at every finite time. As $n\to N_T$ the chord becomes the tangent and $r\to e$. Both statements hold in the sharp-edge model for any $N_T/N$.

**Q:** Can I have a formula simple enough to judge when this matters?

**A:** Neglect the edge layer, $\lambda=0$. Then (1) gives $W^2=NW_0^2/(N+n)$, so $C\propto\sqrt{N+n}$. Write $a=N_T/(N+N_T)$. Since $N+n=N+N_T-N_Ts=(N+N_T)(1-as)$,

$$C=C_\infty u,\qquad u=\sqrt{1-as}.$$

From $ds/dt=-es$ follows $du/dt=eas/(2u)$. With $as=1-u^2=(1-u)(1+u)$,

$$r=\frac{du/dt}{1-u}=\frac{e(1+u)}{2u}=\frac e2\left(1+\frac{C_\infty}{C}\right).$$

Initially $u=\sqrt{1-a}=\sqrt{N/(N+N_T)}$, so

$$r(0)=\frac e2\left(1+\sqrt{1+\frac{N_T}{N}}\right).$$

For $N_T\ll N$ this is $e(1+N_T/4N)$ to first order: one trap per ten net charges shifts the initial rate by about 2.5%. This is a low estimate: with $\lambda/W_0=0.17$, as in the example below, the sharp-edge shift is about 3%, and finite capture near the edge adds more at the earliest times. For $N_T=N$ the factor is $(1+\sqrt2)/2=1.207$.

**Q:** My fitting routine reports a second component at about twice the first rate. Could one trap produce that?

**A:** Yes, though the fitted ratio is close to two only when $N_T/N$ is small. Expand the signal for $\lambda=0$:

$$\frac{C_\infty-C}{C_\infty}=1-\sqrt{1-as}=\frac{as}{2}+\frac{a^2s^2}{8}+\frac{a^3s^3}{16}+\cdots$$

Because $s^m=e^{-met}$, the terms decay at $e$, $2e$, $3e$ and so on. The terms shown are positive, as they would be for separate traps. At $N_T=N$, $a=1/2$, and their initial sizes are 0.250, 0.031 and 0.008, out of a total of 0.293. The second is one eighth of the first. In general their ratio is $a/4$, which vanishes in the dilute limit. A fit with only two exponentials must also absorb the higher terms, so its second rate comes out above $2e$. For $\lambda=0$, a least-squares fit to evenly spaced points from $t=0$ to $8/e$, with $C_\infty$ known, gives about $2.1e$ at $N_T/N=0.1$, $2.5e$ at $N_T=N$ and $3.2e$ at $N_T=3N$. The finite capture discussed below raises it further, to about $3e$ at $N_T=N$ in the example used there, while the first fitted rate rises to about $1.1e$.

Temperature alone will not expose the false component. For $\lambda=0$ the signal depends on time only through $et$. If the fitted time window is scaled with $1/e$, the false rate is therefore a fixed multiple of $e$ at given $N_T/N$. Its Arrhenius line is then parallel to the true one and gives the same activation energy.

**Q:** What experiment would show that the moving edge is responsible?

**A:** Stop the edge. Let a feedback circuit, fast compared with emission, adjust the bias to hold $C$, and hence $W=W_0$, constant. Nothing about the traps has been diluted. The first moment now gives the voltage:

$$V(t)-V(0)=\frac{q}{2\varepsilon}\,n(t)\,(W_0-\lambda)^2.$$

This is linear in $n$, so $V(\infty)-V(t)\propto s$: one exponential for any $N_T/N$, within the sharp-edge model. At constant bias the same emission passes through the nonlinear relation (2).

**Q:** All this relies on immediate refilling. Near the crossing point, surely capture is no faster than emission?

**A:** At the crossing the two are equal, and just beyond it, on the bulk side, capture is only slightly faster. So refilling there is not immediate. Detailed balance makes the capture rate into an empty trap $e\nu$, with $\nu=\exp[(\Delta-q\varphi)/kT]$. At the crossing $\nu=1$. If $f$ is the filled fraction at some depth,

$$\frac{df}{dt}=-ef+e\nu(1-f)=-e(1+\nu)f+e\nu.$$

At fixed $\nu$ it relaxes at $e(1+\nu)$, which is $2e$ at the crossing. Thus even dilute traps have a small nonexponential part from the edge region. When the edge moves there is a further effect: traps just passed by $x_1$ refill with a delay.

To measure both effects, I solved Poisson's equation with free electrons together with this occupancy equation at every depth. The parameters are round model values: relative permittivity 12, 250 K, $N=N_T=10^{15}\ \mathrm{cm^{-3}}$, $V=10$ V, $\Delta=0.30$ eV, $A=1\ \mathrm{mm^2}$ and $e=100\ \mathrm{s^{-1}}$. They give $W_0=3.638$ μm and $\lambda=0.608$ μm. The results are in the numerical output below.

**Q:** What apparent rate would I have measured?

**A:** Between 1 and 5 ms the simulated capacitance goes from 30.205 to 32.958 pF, on its way to 37.192 pF. The mean logarithmic rate is

$$\frac{1}{4\ \mathrm{ms}}\ln\frac{37.192-30.205}{37.192-32.958}
=\frac{\ln(6.987/4.234)}{4\ \mathrm{ms}}\approx125\ \mathrm{s^{-1}}.$$

That is 25% above the one emission rate present. The sharp-edge model gives 118 $\mathrm{s^{-1}}$ in this window.

Two controls identify the cause. With $N_T=N/100$ at constant bias, the same window gives 102 $\mathrm{s^{-1}}$. With $N_T=N$ but constant capacitance, it also gives 102 $\mathrm{s^{-1}}$. Most of the excess therefore needs both many traps and a moving edge. The small remainder in the controls has the sign expected from edge traps relaxing faster than $e$.

**Q:** Does the late part of the transient at least give the correct rate?

**A:** Less well than the sharp-edge model promises. From 30 to 40 ms that model gives 100.5 $\mathrm{s^{-1}}$, but the simulation gives 110 $\mathrm{s^{-1}}$. From 60 to 80 ms the simulated value is 106 $\mathrm{s^{-1}}$. It is falling, though these windows alone do not establish its limit.

The controls again help. Finite capture with a fixed edge gives 100.3 $\mathrm{s^{-1}}$ in the 30–40 ms window. A moving edge with immediate refilling gives 100.5 $\mathrm{s^{-1}}$. The larger excess appears when motion and finite capture act together, as delayed refilling requires. Traps not yet refilled leave extra positive charge, which makes $W$ smaller and $C$ larger. At 5 ms the simulation lies above the sharp-edge value, 32.96 against 32.78 pF, but the delay is only part of the reason: the gradual change of occupancy around the crossing, which the sharp edge leaves out, also contributes.

The sharp-edge capacitance is never off by more than 0.6% of the simulated capacitance at the recorded times. But a late rate depends on the small remaining signal. At 30 ms this is $37.192-36.943=0.249$ pF in the simulation and $37.173-36.849=0.324$ pF in the sharp-edge model. A small error in $C$ has become a large one in $C_\infty-C$.

**Q:** I have only constant-bias data. Can I recover the rate and the trap density?

**A:** To a useful accuracy, if $N$, $W_0$ and $\lambda$ are known. Put $n=N_T(1-s)$ into (1) and solve for $s$:

$$s=1-\frac{N(W_0^2-W^2)}{N_T(W-\lambda)^2}.$$

First find $N_T$ from the end of the transient, where $s=0$:

$$N_T=N\,\frac{W_0^2-W_\infty^2}{(W_\infty-\lambda)^2}.$$

The initial simulated capacitance is 29.206 pF, so $W_\infty=3.638\times29.206/37.192=2.857$ μm. The formula gives $N_T/N=5.07/5.06\approx1.00$, as it should.

The dilute estimate would have misled you. For $\lambda=0$ and $N_T\ll N$, the leading term of the series at $t=0$ is $N_T/(2N)$, which suggests $N_T\approx2N(C_\infty-C_0)/C_\infty$, with $C_0$ the initial capacitance. Here that is $2\times10^{15}\times7.986/37.192=4.3\times10^{14}\ \mathrm{cm^{-3}}$, less than half the true density.

For the rate, convert the two early capacitances to widths: 3.518 μm at 1 ms and 3.224 μm at 5 ms. With $N_T=N$ they give $s=0.898$ and $0.585$, and

$$\frac{\ln(0.898/0.585)}{4\ \mathrm{ms}}\approx107\ \mathrm{s^{-1}}.$$

The error has dropped from 25% to 7% of the true rate. The conversion removes the nonlinearity of (1), but it does not contain finite capture. Use it on the early signal; late on, the refilling delay is too large a part of what remains.

**Q:** When would holding the capacitance constant fail to restore one exponential?

**A:** When the emission itself is not uniform. Holding $W$ fixed does not hold the electric field fixed: in the example the bias must rise by 6.9 V. If the emission rate depends on field, it then varies with depth and time. For a donor-like trap with a Coulomb attraction to the emitted electron this is no small correction. The field in the example is about $9\times10^3$ V/cm at the crossing and $5.5\times10^4$ V/cm at the contact, rising to $10^5$ V/cm at constant capacitance. Poole–Frenkel lowering of the barrier is then 20 to 70 meV, one to three $kT$, which multiplies $e$ by about 1.5 to 6. The numbers above apply only to traps without such field enhancement. Two real trap levels would likewise still show two rates. Series resistance can spoil the link between measured capacitance and $W$. And for acceptor-like traps with $N_T$ close to $N_d$, $N$ approaches zero, the filled bulk loses its free electrons, and the depletion picture used here no longer applies.

Within its conditions, the comparison is decisive in one direction. If a curved constant-bias transient becomes a single exponential at constant capacitance, apart from the small edge contribution, the curvature came from the moving depletion edge and does not call for a second trap.

## Numbers as computed

```
relative permittivity: 12.0
temperature: 250 K; kT/q: 0.02154 V
N: 1.00e+15 cm^-3; N_T: 1.00e+15 cm^-3
total band bending: 10.0 V; area: 1.0 mm^2
bulk Fermi level minus trap level: 0.30 eV
true emission rate: 100.0 s^-1
initial width W0: 3.638 um; edge layer: 0.608 um
final width, sharp edge: 2.858 um
constant bias, N_T = N: time, simulated C, sharp-edge C
    0.0 ms  29.206 pF  29.206 pF
    1.0 ms  30.205 pF  30.143 pF
    5.0 ms  32.958 pF  32.781 pF
   10.0 ms  34.842 pF  34.637 pF
   20.0 ms  36.435 pF  36.280 pF
   30.0 ms  36.943 pF  36.849 pF
   40.0 ms  37.109 pF  37.054 pF
   80.0 ms  37.191 pF  37.171 pF
final simulated C: 37.192 pF
final sharp-edge C: 37.173 pF
largest sharp-edge error in C: 0.59 %
early window 1-5 ms, N_T = N: simulated 125.2 s^-1, sharp edge 117.6 s^-1
late window 30-40 ms, N_T = N: simulated 110.2 s^-1, sharp edge 100.5 s^-1
last window 60-80 ms, N_T = N: simulated 105.6 s^-1, sharp edge 100.0 s^-1
dilute control N_T/N: 0.01
dilute control, early and late rate: 102.4, 100.6 s^-1
constant-C control, early and late rate: 102.0, 100.3 s^-1
constant-C voltage rise: simulated 6.938 V, formula 6.923 V
early rate after linearization: 107.3 s^-1
initial rate, sharp edge: 127.2 s^-1
initial rate, no edge layer: 120.7 s^-1
no edge layer, parts of (Cinf-C)/Cinf at t=0 with rates e, 2e, 3e: 0.25000, 0.03125, 0.00781
no edge layer, whole (Cinf-C)/Cinf at t=0: 0.29289
trap density from dilute formula: 4.294e+14 cm^-3
```
